\section*{Sign reversal of the effective spin polarisation in free-electron tunnelling}

Two identical ferromagnetic electrodes have majority and minority bands whose bottoms lie 4 eV and 1 eV below the Fermi level. An insulating barrier separates them. In the thick-barrier limit, turning the magnetisations from parallel to antiparallel raises the resistance by 2.5\% if the barrier is 1 eV high, by nothing if it is 2 eV high, and by 0.89\% if it is 3 eV high. The electrodes are the same in all three cases and remain strongly spin-split, yet at 2 eV the current does not respond to their magnetic alignment. The explanation is that the polarisation of a tunnelling current belongs to the electrode and the barrier together, and that it passes through zero between the low and the high barrier.

The model treats the electrodes as free-electron metals with an exchange splitting. Hartree atomic units are used in the derivation, so $\hbar=m_e=e=1$. For spin $\sigma=\uparrow$ (majority) or $\downarrow$ (minority), let $E_\sigma$ be the depth of the band bottom below the Fermi level, and let $\phi$ be the height of the rectangular barrier above that level. An electron at the Fermi energy moving along the normal $x$ has
\begin{equation}
k_\sigma=\sqrt{2E_\sigma},\qquad \kappa=\sqrt{2\phi},
\end{equation}
where $k_\sigma$ is its wavevector in an electrode and $\kappa$ the decay constant of its amplitude in the barrier. Both bands are occupied, so $k_\uparrow>k_\downarrow>0$. The mass is the same everywhere, the barrier does not act on spin, tunnelling is elastic and coherent, and the bias and temperature are small. The barrier occupies $0<x<d$ and is thick in the sense $\kappa d\gg1$.

Consider first an electron of spin $\sigma$ arriving from the left. Its wave is $e^{ik_\sigma x}+re^{-ik_\sigma x}$ in the electrode and, if the wave returning from the far face is neglected, $Ae^{-\kappa x}$ in the barrier. Continuity of the wavefunction and of its derivative at $x=0$ requires
\begin{equation}
1+r=A,\qquad ik_\sigma(1-r)=-\kappa A .
\end{equation}
Substituting $r=A-1$ in the second condition gives $ik_\sigma(2-A)=-\kappa A$, hence $A(ik_\sigma-\kappa)=2ik_\sigma$. Dividing by $i$,
\begin{equation}
A=\frac{2k_\sigma}{k_\sigma+i\kappa},\qquad |A|^2=\frac{4k_\sigma^2}{k_\sigma^2+\kappa^2}.
\end{equation}

At the right face, take a decaying wave of unit amplitude there. It produces a reflected wave $\rho e^{\kappa(x-d)}$ in the barrier and a transmitted wave $\tau e^{ik'(x-d)}$, where $k'$ is the wavevector of the final spin state in the right electrode. Continuity now gives
\begin{equation}
1+\rho=\tau,\qquad -\kappa(1-\rho)=ik'\tau .
\end{equation}
With $\rho=\tau-1$ the second condition becomes $-\kappa(2-\tau)=ik'\tau$, so that
\begin{equation}
\tau=\frac{2\kappa}{\kappa-ik'},\qquad |\tau|^2=\frac{4\kappa^2}{\kappa^2+k'^2}.
\end{equation}

The neglected wave can now be sized. The reflection amplitude is $\rho=\tau-1=(\kappa+ik')/(\kappa-ik')$, which has modulus one. The reflected wave shrinks by $e^{-\kappa d}$ on its way back, is reflected at the left face with modulus one by the same reasoning, and shrinks by $e^{-\kappa d}$ again before it reaches the right face. A round trip therefore corrects the transmitted amplitude by a relative amount of order $e^{-2\kappa d}$. These reflections depend on spin, and can mix spin components when the magnetisations are not collinear, but this does not change the order of the correction.

The particle current of a plane wave is its wavevector times its squared amplitude. For a final state with the same spin direction, the transmission probability is thus
\begin{equation}
\frac{k'}{k_\sigma}|A|^2|\tau|^2e^{-2\kappa d}
=\frac{16\kappa^2k_\sigma k'}{(\kappa^2+k_\sigma^2)(\kappa^2+k'^2)}e^{-2\kappa d}.
\end{equation}
It splits into one factor for each electrode. Defining
\begin{equation}
g(k)=\frac{2\kappa k}{\kappa^2+k^2},
\end{equation}
we can write the probability as $4e^{-2\kappa d}g(k_\sigma)g(k')$. Each $g$ measures how well a propagating wave joins on to a decaying one.

Now let the magnetisations make an angle $\theta$. The spin state does not change in the barrier, so at the right face it has to be resolved along the right-hand magnetisation. For spin one-half the amplitudes for equal and opposite labels are $\cos(\theta/2)$ and $\sin(\theta/2)$ in magnitude. With $\sigma,\sigma'=\pm1$ both probabilities are contained in
\begin{equation}
|\langle\sigma'|\sigma\rangle|^2=\tfrac12(1+\sigma\sigma'\cos\theta).
\end{equation}
The two incident spin channels are independent, and currents in the two final channels add. Using $L$ and $R$ for the electrodes, the total transmission is
\begin{equation}
T(\theta)=4e^{-2\kappa d}\sum_{\sigma\sigma'}g_{L\sigma}g_{R\sigma'}
\frac{1+\sigma\sigma'\cos\theta}{2}.
\end{equation}
Let $S=g_\uparrow+g_\downarrow$ and $D=g_\uparrow-g_\downarrow$ for each electrode. The first term in the double sum gives $S_LS_R$; the second gives $D_LD_R\cos\theta$. Taking out $S_LS_R$,
\begin{equation}
T(\theta)=2e^{-2\kappa d}S_LS_R\,(1+P_LP_R\cos\theta),\qquad P=\frac{D}{S}.
\label{eq:angle}
\end{equation}
This defines the effective polarisation. To evaluate it, put the two matching factors over a common denominator, which cancels from the ratio along with $2\kappa$. What remains of the difference is
\begin{align}
k_\uparrow(\kappa^2+k_\downarrow^2)-k_\downarrow(\kappa^2+k_\uparrow^2)
&=\kappa^2(k_\uparrow-k_\downarrow)-k_\uparrow k_\downarrow(k_\uparrow-k_\downarrow)\nonumber\\
&=(k_\uparrow-k_\downarrow)(\kappa^2-k_\uparrow k_\downarrow),
\end{align}
and what remains of the sum is
\begin{align}
k_\uparrow(\kappa^2+k_\downarrow^2)+k_\downarrow(\kappa^2+k_\uparrow^2)
&=\kappa^2(k_\uparrow+k_\downarrow)+k_\uparrow k_\downarrow(k_\uparrow+k_\downarrow)\nonumber\\
&=(k_\uparrow+k_\downarrow)(\kappa^2+k_\uparrow k_\downarrow).
\end{align}
Their ratio is Slonczewski's effective polarisation,
\begin{equation}
P=\frac{k_\uparrow-k_\downarrow}{k_\uparrow+k_\downarrow}\;
\frac{\kappa^2-k_\uparrow k_\downarrow}{\kappa^2+k_\uparrow k_\downarrow}.
\label{eq:P}
\end{equation}
The first fraction is positive and both denominators are positive, so the sign of $P$ is the sign of $\kappa^2-k_\uparrow k_\downarrow$. It reverses at
\begin{equation}
\kappa^2=k_\uparrow k_\downarrow,\qquad\text{or}\qquad
\phi^*=\sqrt{E_\uparrow E_\downarrow},
\end{equation}
the second form following from $2\phi=\sqrt{2E_\uparrow}\sqrt{2E_\downarrow}$.

The physical reason lies in the shape of $g$. Written as $g=2/(\kappa/k+k/\kappa)$, it has its largest value, one, at $k=\kappa$, and it is unchanged when $k$ is replaced by $\kappa^2/k$. A wave that is too fast for the barrier is matched as badly as one that is too slow by the same ratio. At the reversal $k_\uparrow/\kappa=\kappa/k_\downarrow$, so the two spins are mismatched equally and in opposite senses. A higher barrier favours the faster majority electrons; a lower one favours the minority.

For the electrodes of the opening example, $k_\uparrow=10.25$ and $k_\downarrow=5.12\ \mathrm{nm^{-1}}$, with product $52.5\ \mathrm{nm^{-2}}$. The predicted reversal height is $\sqrt{4\times1}=2$ eV, or 0.0735 hartree. At 1 eV, $\kappa$ equals $k_\downarrow$, so the minority factor is $g_\downarrow=1$, while $k_\uparrow=2\kappa$ gives $g_\uparrow=4/5$. Hence
\begin{equation}
P=\frac{0.8-1}{0.8+1}=-0.111 .
\end{equation}
At 2 eV both factors are 0.943. At 3 eV they are 0.990 and 0.866, and $P=+0.067$. Solving the full two-spin matching problem at normal incidence for a 3 nm barrier, with the round trips kept and a different second electrode (band depths 1 and 0.3 eV), and searching for the height at which parallel and antiparallel transmissions coincide also gives 2.000000 eV. At $d=1.5$ nm and the angles examined, the largest relative departure from the angular law (\ref{eq:angle}) is $4\times10^{-7}$. This is the expected order, since $e^{-2\kappa d}=2.1\times10^{-7}$ for the 1 eV barrier.

Identical electrodes hide the sign, because they enter through $P^2$. With the tunnelling magnetoresistance defined as $\mathrm{TMR}=(R_{AP}-R_P)/R_P$, where $R_P$ and $R_{AP}$ are the parallel and antiparallel resistances, equation (\ref{eq:angle}) at $\theta=0$ and $\pi$ gives
\begin{equation}
\mathrm{TMR}=\frac{1+P^2}{1-P^2}-1=\frac{2P^2}{1-P^2}.
\end{equation}
For $P=-1/9$ this is $2/80=2.5\%$. The reversal shows up as a zero between two positive values. A different second electrode makes the sign itself visible. One with band depths of 1 and 0.3 eV has $P=0.085$ at a 1 eV barrier and $0.202$ at 3 eV, positive at both. The product $P_LP_R$ then changes from $-0.0095$ to $+0.0135$: at the low barrier the antiparallel junction conducts better, and at the high barrier the parallel one does.

Several limits help to interpret equation (\ref{eq:P}). For $\kappa^2\gg k_\uparrow k_\downarrow$ the second fraction tends to one and $P$ tends to $(k_\uparrow-k_\downarrow)/(k_\uparrow+k_\downarrow)$. The density of states of a three-dimensional free-electron band is proportional to $k$ at the Fermi level, so this is the polarisation of the density of states. It equals $1/3$ here, and the 3 eV barrier is still far from that limit: its second fraction is $(3-2)/(3+2)=1/5$. For $\kappa^2\ll k_\uparrow k_\downarrow$, with $\kappa d$ still large, $P$ tends to the negative of the same value. If the splitting is small and both wavevectors are close to $k$, the reversal occurs near $\kappa=k$. If instead the minority band empties, $k_\downarrow\to0$, then $\phi^*\to0$ and $P\to1$. Once it is empty, no minority channel carries current, $P=1$, and there is no reversal.

So far the electron has moved along the normal. A junction also passes electrons with a wavevector $q$ parallel to the faces, which is conserved. The conductance $G$ per area $\mathcal A$ is
\begin{equation}
\frac{G}{\mathcal A}=\frac{e^2}{h}\int\frac{d^2q}{(2\pi)^2}\,T(\theta,q).
\end{equation}
The energy of parallel motion is unavailable for motion along the normal, so $k_\sigma^2$ becomes $k_\sigma^2-q^2$ and $\kappa^2$ becomes $\kappa^2+q^2$. For small $q$ the decay constant is $\kappa+q^2/2\kappa$, and the transmission acquires a factor $e^{-q^2d/\kappa}$. With $u=q^2$ and $d^2q=\pi\,du$,
\begin{equation}
\int\frac{d^2q}{(2\pi)^2}e^{-q^2d/\kappa}
=\frac1{4\pi}\int_0^\infty e^{-ud/\kappa}du=\frac{\kappa}{4\pi d}.
\end{equation}
A thick barrier thus selects electrons near normal incidence, and to leading order
\begin{equation}
\frac{G}{\mathcal A}=\frac{e^2}{h}\,\frac{\kappa}{4\pi d}\,T(\theta),
\label{eq:G}
\end{equation}
with $T(\theta)$ taken at $q=0$. The polarisation (\ref{eq:P}) therefore survives the integration in the thick limit.

For the 1 eV barrier at $d=1.5$ nm, $S=1.8$ and the parallel transmission is
$2(2.114\times10^{-7})(1.8)^2(1.01235)=1.387\times10^{-6}$. The factor $\kappa/4\pi d$ is $0.272\ \mathrm{nm^{-2}}$. With $h/e^2=25.8\ \mathrm{k\Omega}$, equation (\ref{eq:G}) gives a resistance-area product of $6.8\times10^4\ \Omega\,\mu\mathrm m^2$. Integrating the exact transmission over all $q$ gives $6.4\times10^4\ \Omega\,\mu\mathrm m^2$.

In this example the polarisation is more sensitive to finite thickness than the resistance is. Its first correction follows from the change of $P$ with $u$. Let $z=g_\uparrow/g_\downarrow$, so $P=(z-1)/(z+1)$ and
\begin{equation}
\frac{dP}{du}=\frac{2}{(z+1)^2}\frac{dz}{du}
=\frac{1-P^2}{2}\,\frac{d\ln z}{du},
\end{equation}
because $1-P^2=4z/(z+1)^2$. The denominators $\kappa^2+k_\sigma^2$ in $g$ do not depend on $q$, since the two shifts cancel. The factor $\kappa$ is common to both spins. Hence $z$ varies as $\sqrt{(k_\uparrow^2-u)/(k_\downarrow^2-u)}$, and at $u=0$
\begin{equation}
\frac{d\ln z}{du}=\frac12\left(\frac1{k_\downarrow^2}-\frac1{k_\uparrow^2}\right).
\end{equation}
The exponential weight has mean $\langle u\rangle=\kappa/d$, so the mean shift is
\begin{equation}
\delta P=\frac{1-P^2}{4}\left(\frac1{k_\downarrow^2}-\frac1{k_\uparrow^2}\right)\frac{\kappa}{d}.
\label{eq:dP}
\end{equation}
It is positive because $k_\downarrow<k_\uparrow$: with the denominators of $g$ unchanged, only the ratio of the two wavevectors matters, and oblique incidence reduces the smaller one proportionally more. The expansion requires $\kappa/d\ll k_\downarrow^2$ as well as $\kappa d\gg1$.

The reversal height moves down accordingly. Near $\phi^*$, equation (\ref{eq:P}) gives $dP/d\phi=(k_\uparrow-k_\downarrow)/[2\phi^*(k_\uparrow+k_\downarrow)]$. Setting $(dP/d\phi)\,\delta\phi+\delta P=0$, with $P=0$ in (\ref{eq:dP}) and $\kappa_*^2=k_\uparrow k_\downarrow$, gives
\begin{equation}
\frac{\delta\phi}{\phi^*}
=-\frac{k_\uparrow+k_\downarrow}{k_\uparrow-k_\downarrow}\,
\frac{k_\uparrow^2-k_\downarrow^2}{2\kappa_*^4}\,\frac{\kappa_*}{d}
=-\frac{(k_\uparrow+k_\downarrow)^2}{2\kappa_*^3d}.
\end{equation}
For these bands $\delta\phi=-0.62\ \mathrm{eV}$ divided by $d$ in nm. The estimated reversal heights are 1.99, 1.90 and 1.59 eV at 60, 6 and 1.5 nm. The full integral, with the unlike second electrode as detector, gives 1.99, 1.88 and 1.41 eV. The trend is right, but at 1.5 nm the first-order estimate misses part of the shift. The estimate also contains nothing about the detector, whose spin difference $D_R$ varies with $q$ and so changes the weight given to oblique electrons. At this thickness the height found therefore depends on the detector: one with band depths of 1 and 0.6 eV gives 1.24 eV.

For like electrodes at 1 eV and 1.5 nm, the first-order shift $\delta P=+0.024$ takes $P$ from $-0.111$ to $-0.087$; the average over all $q$ in the thick-barrier factorisation, weighted by $S^2$ and the exponential decay, is about $-0.077$. The spin contrast $(G_P-G_{AP})/(G_P+G_{AP})$ falls from $P^2=0.0123$ to 0.0088 in the full integral, and the TMR from 2.5\% to 1.8\%. The contrast exceeds $(0.087)^2=0.0076$ partly because $P$ varies with $q$ and it is the square that is averaged. For an exponential weight $\langle u^2\rangle=2\langle u\rangle^2$, so the linear variation of $P$ yields $P^2+2P\,\delta P+2(\delta P)^2=0.0082$; the rest comes mainly from $q>k_\downarrow$, where only majority electrons pass and $P=1$; restricted to $q<k_\downarrow$ the average of $P^2$ is 0.0081. The same averaging means that, in the thick-barrier factorisation, the TMR of like electrodes has a positive minimum instead of a zero at finite $d$: $D^2$ cannot vanish at every $q$ at once. At 1.5 nm the full integral gives a minimum of 0.9\% near 1.45 eV, and 1.7\% and 5.0\% at 2 and 3 eV, far from the thick-limit values of zero and 0.89\%; at 6 nm the minimum is 0.02\% near 1.89 eV.

The condition on $\kappa^2$ also relies on equal masses. If the barrier mass is $m_b$ in units of the electrode mass, current conservation requires continuity of $\psi'/m$ instead of $\psi'$. In both matching problems the slope $\kappa$ is then replaced by $\tilde\kappa=\kappa/m_b$, while the exponential keeps $\kappa=\sqrt{2m_b\phi}$. Equation (\ref{eq:P}) holds with $\tilde\kappa^2=2\phi/m_b$ in place of $\kappa^2$, and
\begin{equation}
\phi^*=m_b\sqrt{E_\uparrow E_\downarrow}.
\end{equation}
For $m_b=0.4$ the reversal at normal incidence drops to 0.8 eV. The 1 eV barrier now lies above it, and its polarisation changes from $-0.111$ to $+0.037$ with the bands and the height held fixed.

The thickness and barrier heights used here are roughly those of oxide-barrier magnetic tunnel junctions, which have barriers of one to two nanometres and effective heights of one to a few electronvolts. The resistance-area product is far above the few $\Omega\,\mu\mathrm m^2$ wanted for dense magnetic memory, and a TMR of about 2\% is far below that of good junctions, which reach tens of per cent and more. For the 1 eV barrier at 1.5 nm, and with the departures sized here taken one at a time, only the light barrier mass changes the sign of $P$; combined with the image force treated below, it no longer does. At 300 K, with the bands and barrier held fixed, thermal smearing raises the parallel conductance by 6\% and the TMR from 1.78\% to 1.89\%. A bias of 0.2 V is a field of 1.3 MV/cm, about 0.13 of a rough breakdown field of 10 MV/cm. For electrons at the emitter's Fermi level and normal incidence, it raises the contrast from 0.0123 to 0.0160. At the collector such electrons see a barrier of 0.8 eV and band depths of 4.2 and 1.2 eV, for which (\ref{eq:P}) gives $-0.144$; the product with $-0.111$ is 0.0160. Electrons at the bottom of the 0.2 eV bias window give only 0.0077, and the current summed over the window and over all $q$ has a TMR of 1.78\%, the same as at zero bias. In real junctions the TMR generally falls with both temperature and bias, through loss of magnetisation, magnon scattering and other processes outside this model.

Image forces lower the barrier. A charge midway between two ideal metal faces has images of alternating sign at distances $nd$ on both sides, and half their potential energy gives the shift $-(e^2/4\pi\varepsilon_0\varepsilon_rd)\ln2$. For a rough relative permittivity $\varepsilon_r=10$ and $d=1.5$ nm this is $-0.067$ eV. Lowering the whole barrier by that amount changes $P$ only from $-0.111$ to $-0.121$, but the larger lowering near the faces, where the waves are matched, matters more. With the full image potential, held at the Fermi level wherever it would fall below it, $P$ at normal incidence is about $-0.21$; if the electrodes are instead extended to the points where the potential crosses the Fermi level, it is about $-0.17$. The sign is kept, but the magnitude depends strongly on the shape of the barrier at its faces. The value 10 is a static permittivity; with an optical value of about 3 the mid-barrier shift is $-0.22$ eV and the two treatments give $-0.27$ and $-0.22$. With $m_b=0.4$ and $\varepsilon_r=10$ they give $-0.054$ and $-0.024$, so the image force reverses the positive sign found for the light mass alone. Real electrodes also break the free-electron assumption itself. Their Bloch states differ in orbital symmetry and may decay at different rates in a crystalline barrier, so the common factor $e^{-2\kappa d}$ no longer cancels from $P$. That effect, like interface states, disorder and spin-flip scattering, has not been sized here. The condition $\kappa^2=k_\uparrow k_\downarrow$ is therefore a statement about wave matching in this model, and cannot by itself predict the sign for a particular material. The numerical output below lists most of the values used.

\section*{Numbers as computed}
\begin{verbatim}
Band depths, majority/minority: 4.0 / 1.0 eV
Second electrode depths: 1.0 / 0.3 eV
Barrier thickness: 1.5 nm
k majority, k minority: 10.246, 5.123 1/nm
Product of wavevectors: 52.49 1/nm^2
Reversal height, formula: 2.0000 eV
Reversal height, formula: 0.07350 hartree
Reversal height, spinor matching: 2.000000 eV
Thick limit, normal incidence:
 height 1.0 eV: kappa 5.123 1/nm, kappa^2 26.25
  g majority, g minority: 0.8000, 1.0000
  P -0.1111, second electrode P 0.0854
  P product, unlike electrodes: -0.00949
  TMR, like electrodes: 2.500 %
 height 2.0 eV: kappa 7.245 1/nm, kappa^2 52.49
  g majority, g minority: 0.9428, 0.9428
  P -0.0000, second electrode P 0.1666
  P product, unlike electrodes: -0.00000
  TMR, like electrodes: 0.000 %
 height 3.0 eV: kappa 8.874 1/nm, kappa^2 78.74
  g majority, g minority: 0.9897, 0.8660
  P 0.0667, second electrode P 0.2020
  P product, unlike electrodes: 0.01347
  TMR, like electrodes: 0.893 %
Largest relative error of angular law at 1.5 nm: 4.2e-07
Following lines: barrier height 1.0 eV
kappa d: 7.685
exp(-2 kappa d): 2.114e-07
RA parallel, thick formula: 6.848e+04 ohm um^2
RA parallel, full q integral: 6.359e+04 ohm um^2
RA antiparallel, full q integral: 6.472e+04 ohm um^2
First thickness correction to P: +0.0241
P with first correction: -0.0870
P squared, thick limit: 0.01235
Spin contrast, full q integral: 0.00882
TMR, full q integral: 1.780 %
Reversal height, all q, 1.5 nm: 1.407 eV
Reversal height, all q, 6 nm: 1.876 eV
Reversal height, all q, 60 nm: 1.989 eV
Barrier mass tried: 0.4 electron masses
P with that mass: +0.0370
Reversal height with that mass: 0.8000 eV
Temperature 300 K, kT: 25.85 meV
Parallel conductance, warm/cold: 1.0609
TMR at that temperature: 1.891 %
Bias 0.2 V, field: 1.33 MV/cm
Field / rough breakdown (10 MV/cm): 0.133
Normal-incidence contrast, no bias: 0.01235
Normal-incidence contrast, biased: 0.01604
Relative permittivity, rough: 10
Image shift at mid-barrier: -0.0665 eV
P if whole barrier shifts so: -0.1212
\end{verbatim}
